# Optical bowing along the three-step path: exact sum, order-dependent terms: test program

```python
# Result under test: the optical bowing b of an alloy A(1-x)B(x)C, defined by
#   E(x) = (1-x) E_A + x E_B - b x(1-x),
# is the sum of volume-deformation (VD), charge-exchange (CE) and
# structural-relaxation (SR) terms along: strain parents, mix, relax.
# E: direct gap at Gamma (eV); a: cubic lattice constant (angstrom);
# x: fraction of B; s scales all A-B differences about their mean.
# Model: sp3 nearest-neighbour tight binding, local self-consistent potential,
# eight-atom cell, Keating-type elastic energy.
import itertools
import numpy as np
from scipy.optimize import least_squares

PARENT_A = np.array([-12.0, -5.5, 2.4])   # s level, p level, bond length
PARENT_B = np.array([-10.5, -5.0, 2.6])
ANION_S, ANION_P = -17.5, -8.0
V_SS, V_SP, V_PPS, V_PPP = -1.5, 2.2, 4.0, -1.0
BOND_REF = 2.5
U_SITE = 1.0
BEND_RATIO = 0.2
VALENCE = np.array([3.0] * 4 + [5.0] * 4)
N_OCC = 16

CATION_SITES = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
IDEAL = np.vstack([CATION_SITES, CATION_SITES + 0.25])
bonds = []
for anion in range(4, 8):
    for direction in ([-1, -1, -1], [1, 1, -1], [1, -1, 1], [-1, 1, 1]):
        target = IDEAL[anion] + np.array(direction) / 4
        for cation in range(4):
            image = target - IDEAL[cation]
            if np.allclose(image, np.round(image)):
                bonds.append((cation, anion, np.round(image)))
CAT = np.array([b[0] for b in bonds])
ANI = np.array([b[1] for b in bonds])
IMAGE = np.array([b[2] for b in bonds])
assert len(bonds) == 16
angle_pairs = []
for atom in range(8):
    own = [i for i in range(16) if CAT[i] == atom or ANI[i] == atom]
    angle_pairs += list(itertools.combinations(own, 2))
LEFT, RIGHT = np.array(angle_pairs).T

GAMMA = np.zeros((1, 3))
# Time reversal supplies the other half of this shifted 2x2x2 mesh.
CHARGE_K = np.array([[.25, y, z] for y in (-.25, .25) for z in (-.25, .25)])


def parents(s):
    mean, half = (PARENT_A + PARENT_B) / 2, (PARENT_B - PARENT_A) / 2
    return mean - s * half, mean + s * half


def lattice(parent):
    return 4 * parent[2] / np.sqrt(3)


def bond_vectors(a, frac):
    return a * (frac[CAT] + IMAGE - frac[ANI])


def hamiltonian(a, frac, is_b, pair, shift, kpoints):
    vectors = bond_vectors(a, frac)
    lengths = np.linalg.norm(vectors, axis=1)
    h = np.zeros((len(kpoints), 32, 32), complex)
    for i in range(16):
        unit = vectors[i] / lengths[i]
        block = np.zeros((4, 4))
        block[0, 0] = V_SS
        block[0, 1:] = V_SP * unit
        block[1:, 0] = -V_SP * unit
        block[1:, 1:] = V_PPP * np.eye(3) + (V_PPS - V_PPP) * np.outer(unit, unit)
        block *= (BOND_REF / lengths[i]) ** 2
        phase = np.exp(2j * np.pi * (kpoints @ IMAGE[i]))
        row, col = 4 * ANI[i], 4 * CAT[i]
        h[:, row:row + 4, col:col + 4] += phase[:, None, None] * block
    h = h + h.conj().transpose(0, 2, 1)
    levels = np.zeros((8, 4))
    for atom in range(8):
        if atom < 4:
            s_level, p_level = pair[int(is_b[atom])][:2]
        else:
            s_level, p_level = ANION_S, ANION_P
        levels[atom] = [s_level, p_level, p_level, p_level]
    levels += shift[:, None]
    h[:, np.arange(32), np.arange(32)] += levels.ravel()
    return h


def solve(a, frac, is_b, pair):
    shift = np.zeros(8)
    bare = hamiltonian(a, frac, is_b, pair, shift, CHARGE_K)
    for _ in range(300):
        h = bare + np.diag(np.repeat(shift, 4))
        vectors = np.linalg.eigh(h)[1][:, :, :N_OCC]
        density = 2 * np.sum(np.abs(vectors) ** 2, axis=2).mean(axis=0)
        population = density.reshape(8, 4).sum(axis=1)
        new = U_SITE * (population - VALENCE)
        if np.max(np.abs(new - shift)) < 1e-10:
            break
        shift = shift + 0.6 * (new - shift)
    else:
        raise RuntimeError("site potentials did not converge")
    h_gamma = hamiltonian(a, frac, is_b, pair, shift, GAMMA)[0].real
    return {"h": h_gamma, "shift": shift, "pop": population}


def gap(h):
    energies = np.linalg.eigvalsh(h)
    return energies[N_OCC] - energies[N_OCC - 1]


def relax(is_b, pair):
    natural = np.array([pair[int(is_b[c])][2] for c in CAT])

    def unpack(v):
        frac = IDEAL.copy()
        frac[1:] += v[:21].reshape(7, 3)
        return v[21], frac

    def residual(v):
        r = bond_vectors(*unpack(v))
        stretch = (np.sum(r * r, axis=1) - natural ** 2) / natural
        product = natural[LEFT] * natural[RIGHT]
        bend = (np.sum(r[LEFT] * r[RIGHT], axis=1) + product / 3) / np.sqrt(product)
        return np.concatenate([stretch, np.sqrt(BEND_RATIO) * bend])

    start = np.zeros(22)
    start[21] = 4 * natural.mean() / np.sqrt(3)
    fit = least_squares(residual, start, jac="3-point",
                        xtol=1e-13, ftol=1e-13, gtol=1e-13)
    assert fit.success
    return unpack(fit.x)


ALL_A, ALL_B = np.zeros(4, bool), np.ones(4, bool)


def decompose(s, is_b):
    pair = parents(s)
    x = is_b.mean()
    w = x * (1 - x)
    a, frac = relax(is_b, pair)
    state = {
        "A0": solve(lattice(pair[0]), IDEAL, ALL_A, pair),
        "B0": solve(lattice(pair[1]), IDEAL, ALL_B, pair),
        "A1": solve(a, IDEAL, ALL_A, pair),
        "B1": solve(a, IDEAL, ALL_B, pair),
        "ideal": solve(a, IDEAL, is_b, pair),
        "relaxed": solve(a, frac, is_b, pair)}
    g = {name: gap(item["h"]) for name, item in state.items()}
    frozen_shift = (1 - x) * state["A1"]["shift"] + x * state["B1"]["shift"]
    for atom in range(4):
        source = "B1" if is_b[atom] else "A1"
        frozen_shift[atom] = state[source]["shift"][atom]
    h_frozen = hamiltonian(a, IDEAL, is_b, pair, frozen_shift, GAMMA)[0].real
    mean_strained = (1 - x) * g["A1"] + x * g["B1"]
    vd = ((1 - x) * (g["A0"] - g["A1"]) + x * (g["B0"] - g["B1"])) / w
    ce = (mean_strained - g["ideal"]) / w
    sr = (g["ideal"] - g["relaxed"]) / w
    total = ((1 - x) * g["A0"] + x * g["B0"] - g["relaxed"]) / w
    return {"x": x, "w": w, "a": a, "frac": frac, "pair": pair, "state": state,
            "gap": g, "terms": np.array([vd, ce, sr]), "total": total,
            "h_frozen": h_frozen, "frozen": (mean_strained - gap(h_frozen)) / w}


RULE_8 = np.polynomial.legendre.leggauss(8)
RULE_40 = np.polynomial.legendre.leggauss(40)


def panel(h0, change, left, right, rule):
    """Integral of the edge expectation values over one part of the path."""
    result, half = 0.0, (right - left) / 2
    for node, weight in zip(*rule):
        position = left + half * (node + 1)
        vectors = np.linalg.eigh(h0 + position * change)[1]
        c, v = vectors[:, N_OCC], vectors[:, N_OCC - 1]
        result += half * weight * (c @ change @ c - v @ change @ v)
    return result


def gap_change(h0, h1):
    """Gap change without endpoint eigenvalues, refined where edges cross."""
    change = h1 - h0

    def refine(left, right, coarse):
        middle = (left + right) / 2
        first = panel(h0, change, left, middle, RULE_8)
        second = panel(h0, change, middle, right, RULE_8)
        if abs(first + second - coarse) < 1e-7 or right - left < 1e-7:
            return first + second
        return refine(left, middle, first) + refine(middle, right, second)

    cuts = np.linspace(0, 1, 9)
    return sum(refine(l, r, panel(h0, change, l, r, RULE_8))
               for l, r in zip(cuts[:-1], cuts[1:]))


def gap_change_fixed(h0, h1):
    return panel(h0, h1 - h0, 0.0, 1.0, RULE_40)


def integrated_legs(result, integrate):
    h = {name: item["h"] for name, item in result["state"].items()}
    x = result["x"]
    return -np.array([
        (1 - x) * integrate(h["A0"], h["A1"]) + x * integrate(h["B0"], h["B1"]),
        (1 - x) * integrate(h["A1"], h["ideal"]) + x * integrate(h["B1"], h["ideal"]),
        integrate(h["ideal"], h["relaxed"])]) / result["w"]


def second_order_gap(h_mean, perturbation):
    energies, vectors = np.linalg.eigh(h_mean)
    shifts = []
    for edge in ([N_OCC], [N_OCC - 3, N_OCC - 2, N_OCC - 1]):
        others = np.setdiff1d(np.arange(32), edge)
        coupling = vectors[:, others].T @ perturbation @ vectors[:, edge]
        denominator = energies[edge].mean() - energies[others]
        effective = coupling.T @ (coupling / denominator[:, None])
        shifts.append(np.linalg.eigvalsh(effective)[-1])
    return shifts[0] - shifts[1]


def mixing_perturbation(result):
    ha, hb = result["state"]["A1"]["h"], result["state"]["B1"]["h"]
    mean = (ha + hb) / 2
    same_k = second_order_gap(mean, (ha - hb) / 2)
    folded = second_order_gap(mean, result["h_frozen"] - mean)
    return 4 * same_k, -4 * folded


HALF = np.array([False, True, True, False])
configurations = [np.array([True, False, False, False]), HALF,
                  np.array([False, True, True, True])]
results = [decompose(1.0, sites) for sites in configurations]
main = results[1]

# Closed-form parent gap against the full matrix.
for name, parent in (("A0", main["pair"][0]), ("B0", main["pair"][1])):
    shift = main["state"][name]["shift"]
    factor = (BOND_REF / parent[2]) ** 2
    sc, pc = parent[0] + shift[0], parent[1] + shift[0]
    sa, pa = ANION_S + shift[4], ANION_P + shift[4]
    conduction = (sc + sa) / 2 + np.hypot((sc - sa) / 2, 4 * V_SS * factor)
    p_coupling = 4 * (V_PPS + 2 * V_PPP) * factor / 3
    valence = (pc + pa) / 2 - np.hypot((pc - pa) / 2, p_coupling)
    assert abs(conduction - valence - main["gap"][name]) < 1e-8

# Expectation-value integrals of all legs against physical endpoint gaps.
closure_errors, fixed_rule_errors = [], []
for result in results:
    legs = integrated_legs(result, gap_change)
    assert np.max(np.abs(legs - result["terms"])) < 1e-5
    closure_errors.append(abs(legs.sum() - result["total"]))
    assert closure_errors[-1] < 1e-5
    fixed = integrated_legs(result, gap_change_fixed)
    fixed_rule_errors.append(np.max(np.abs(fixed - result["terms"])))

# Volume term from derivatives at the parents' own lattice constants.
step, series, slopes, curvatures = 0.01, 0.0, [], []
for i, sites in enumerate((ALL_A, ALL_B)):
    a0 = lattice(main["pair"][i])
    values = [gap(solve(a0 + j * step, IDEAL, sites, main["pair"])["h"])
              for j in (-1, 0, 1)]
    slopes.append((values[2] - values[0]) / (2 * step))
    curvatures.append((values[2] - 2 * values[1] + values[0]) / step ** 2)
    delta = main["a"] - a0
    series -= 2 * (slopes[i] * delta + curvatures[i] * delta ** 2 / 2)
assert abs(series - main["terms"][0]) < 0.01  # omitted third-order terms

# Weak-contrast scaling and second-order mixing.
weak, weaker = decompose(0.2, HALF), decompose(0.1, HALF)
scale = np.sum(np.abs(weak["terms"]))
assert np.max(np.abs(weak["terms"] - 4 * weaker["terms"])) < 0.03 * scale
weak_pt = sum(mixing_perturbation(weak))
assert abs(weak_pt - weak["frozen"]) < 0.03 * abs(weak["frozen"])
same_k_part, folded_part = mixing_perturbation(main)

# Parity of the gap under reversal of the internal displacement.
reverse = 2 * IDEAL - main["frac"]
distorted = {}
for name, sites in (("A", ALL_A), ("B", ALL_B)):
    plus = gap(solve(main["a"], main["frac"], sites, main["pair"])["h"])
    minus = gap(solve(main["a"], reverse, sites, main["pair"])["h"])
    assert abs(plus - minus) < 1e-6
    distorted[name] = plus
alloy_reverse = gap(solve(main["a"], reverse, HALF, main["pair"])["h"])
assert abs(alloy_reverse - main["gap"]["relaxed"]) > 1e-3

# Relax first, mix second: an alternative order with the same endpoints.
mean_distorted = (distorted["A"] + distorted["B"]) / 2
mean_strained = (main["gap"]["A1"] + main["gap"]["B1"]) / 2
sr_alternative = 4 * (mean_strained - mean_distorted)
ce_alternative = 4 * (mean_distorted - main["gap"]["relaxed"])

# The optical edges stay at Gamma on a mesh including the folded L point.
grid = np.array(list(itertools.product([0, .25, .5, .75], repeat=3)))
for result, sites in zip(results, configurations):
    h_grid = hamiltonian(result["a"], result["frac"], sites, result["pair"],
                         result["state"]["relaxed"]["shift"], grid)
    bands = np.linalg.eigvalsh(h_grid)
    assert bands[:, N_OCC].min() > bands[0, N_OCC] - 1e-8
    assert bands[:, N_OCC - 1].max() < bands[0, N_OCC - 1] + 1e-8
mean_h = (main["state"]["A1"]["h"] + main["state"]["B1"]["h"]) / 2
c_mean = np.linalg.eigh(mean_h)[1][:, N_OCC]
c_alloy = np.linalg.eigh(main["state"]["relaxed"]["h"])[1][:, N_OCC]
overlap = (c_mean @ c_alloy) ** 2
assert overlap > 0.5

lengths = np.linalg.norm(bond_vectors(main["a"], main["frac"]), axis=1)
bond_a, bond_b = lengths[~HALF[CAT]].mean(), lengths[HALF[CAT]].mean()
ideal_bond = np.sqrt(3) * main["a"] / 4
assert PARENT_A[2] < bond_a < ideal_bond < bond_b < PARENT_B[2]

print("Input A: s, p levels (eV), bond (angstrom):", *PARENT_A)
print("Input B: s, p levels (eV), bond (angstrom):", *PARENT_B)
print("Input C: s, p levels (eV):", ANION_S, ANION_P)
print("Hoppings ss, sp, pp-sigma, pp-pi (eV):", V_SS, V_SP, V_PPS, V_PPP)
print("Hopping reference bond (angstrom):", BOND_REF)
print("On-site interaction (eV):", U_SITE, "; bend/stretch ratio:", BEND_RATIO)
print(f"Parent lattice constants A, B (angstrom): {lattice(PARENT_A):.5f} {lattice(PARENT_B):.5f}")
for r in results:
    print(f"x={r['x']:.2f}: lattice constant (angstrom): {r['a']:.5f}")
    print(f"  b_VD, b_CE, b_SR (eV): {r['terms'][0]:.5f} {r['terms'][1]:.5f} {r['terms'][2]:.5f}")
    print(f"  total b from endpoints (eV): {r['total']:.5f}")
    print(f"  relaxed alloy gap (eV): {r['gap']['relaxed']:.5f}")
print("Remaining results are for x=0.50 unless labelled otherwise")
g = main["gap"]
print(f"Equilibrium parent gaps A, B (eV): {g['A0']:.5f} {g['B0']:.5f}")
print(f"Strained parent gaps A, B (eV): {g['A1']:.5f} {g['B1']:.5f}")
print(f"Ideal-site alloy gap (eV): {g['ideal']:.5f}")
print(f"Gap slopes A, B (eV/angstrom): {slopes[0]:.4f} {slopes[1]:.4f}")
print(f"Gap curvatures A, B (eV/angstrom^2): {curvatures[0]:.4f} {curvatures[1]:.4f}")
print(f"b_VD from second-order expansion (eV): {series:.5f}")
print(f"Frozen-potential mixing part of b_CE (eV): {main['frozen']:.5f}")
print(f"Self-consistent response part of b_CE (eV): {main['terms'][1] - main['frozen']:.5f}")
print(f"Second-order equal-k, folded-X parts (eV): {same_k_part:.5f} {folded_part:.5f}")
print(f"Second-order frozen mixing sum (eV): {same_k_part + folded_part:.5f}")
pop = {name: item["pop"] for name, item in main["state"].items()}
print(f"Electrons on A: strained parent, ideal alloy: {pop['A1'][0]:.5f} {pop['ideal'][0]:.5f}")
print(f"Electrons on B: strained parent, ideal alloy: {pop['B1'][1]:.5f} {pop['ideal'][1]:.5f}")
print(f"Electrons on C: strained AC, BC, ideal alloy: {pop['A1'][4]:.5f} {pop['B1'][4]:.5f} {pop['ideal'][4]:.5f}")
print(f"Bonds ideal, relaxed A-C, B-C (angstrom): {ideal_bond:.5f} {bond_a:.5f} {bond_b:.5f}")
print(f"Alloy gap with reversed displacement (eV): {alloy_reverse:.5f}")
print(f"Distorted parent gaps A, B (eV): {distorted['A']:.5f} {distorted['B']:.5f}")
print(f"Relax-first order: b_CE, b_SR (eV): {ce_alternative:.5f} {sr_alternative:.5f}")
print(f"Conduction-state overlap with mean crystal: {overlap:.5f}")
print("s=0.2 terms VD, CE, SR (eV):", *[f"{v:.6f}" for v in weak["terms"]])
print("s=0.1 terms VD, CE, SR (eV):", *[f"{v:.6f}" for v in weaker["terms"]])
print(f"s=0.2 frozen mixing: direct, second order (eV): {weak['frozen']:.6f} {weak_pt:.6f}")
print(f"Largest adaptive path closure error, all x (eV): {max(closure_errors):.2e}")
print(f"Largest fixed 40-point leg error, all x (eV): {max(fixed_rule_errors):.2e}")
print("all good")
```

Output:

```
Input A: s, p levels (eV), bond (angstrom): -12.0 -5.5 2.4
Input B: s, p levels (eV), bond (angstrom): -10.5 -5.0 2.6
Input C: s, p levels (eV): -17.5 -8.0
Hoppings ss, sp, pp-sigma, pp-pi (eV): -1.5 2.2 4.0 -1.0
Hopping reference bond (angstrom): 2.5
On-site interaction (eV): 1.0 ; bend/stretch ratio: 0.2
Parent lattice constants A, B (angstrom): 5.54256 6.00444
x=0.25: lattice constant (angstrom): 5.65229
  b_VD, b_CE, b_SR (eV): 0.10684 0.04037 0.27217
  total b from endpoints (eV): 0.41938
  relaxed alloy gap (eV): 2.09935
x=0.50: lattice constant (angstrom): 5.76601
  b_VD, b_CE, b_SR (eV): 0.11018 0.04253 0.29993
  total b from endpoints (eV): 0.45265
  relaxed alloy gap (eV): 1.94955
x=0.75: lattice constant (angstrom): 5.88350
  b_VD, b_CE, b_SR (eV): 0.11341 0.04283 0.18727
  total b from endpoints (eV): 0.34351
  relaxed alloy gap (eV): 1.88305
Remaining results are for x=0.50 unless labelled otherwise
Equilibrium parent gaps A, B (eV): 2.29325 1.83219
Strained parent gaps A, B (eV): 1.62328 2.44707
Ideal-site alloy gap (eV): 2.02454
Gap slopes A, B (eV/angstrom): -3.1956 -2.4090
Gap curvatures A, B (eV/angstrom^2): 1.8590 1.3507
b_VD from second-order expansion (eV): 0.10973
Frozen-potential mixing part of b_CE (eV): 0.04517
Self-consistent response part of b_CE (eV): -0.00264
Second-order equal-k, folded-X parts (eV): 0.02250 0.02298
Second-order frozen mixing sum (eV): 0.04548
Electrons on A: strained parent, ideal alloy: 3.06745 3.09771
Electrons on B: strained parent, ideal alloy: 2.91995 2.88988
Electrons on C: strained AC, BC, ideal alloy: 4.93255 5.08005 5.00621
Bonds ideal, relaxed A-C, B-C (angstrom): 2.49676 2.42738 2.57023
Alloy gap with reversed displacement (eV): 1.97571
Distorted parent gaps A, B (eV): 1.56141 2.38497
Relax-first order: b_CE, b_SR (eV): 0.09454 0.24793
Conduction-state overlap with mean crystal: 0.99384
s=0.2 terms VD, CE, SR (eV): 0.004411 0.001685 0.012433
s=0.1 terms VD, CE, SR (eV): 0.001103 0.000421 0.003112
s=0.2 frozen mixing: direct, second order (eV): 0.001791 0.001791
Largest adaptive path closure error, all x (eV): 3.41e-06
Largest fixed 40-point leg error, all x (eV): 2.38e-03
all good
```
